# First sharp diffraction peak of vitreous silica from atom-void order

Before a computer model of vitreous silica is built, the edge \(B\) of its periodic box must be chosen. The box admits wavevectors whose Cartesian components are multiples of \(2\pi/B\), and these must sample the first diffraction peak finely. The step \(2\pi/B\) is therefore set by the width of the peak, which depends on the range of order \(L\) introduced below. The position of the peak tells where in wavenumber to look for it. If the network resembles cristobalite, the position can be estimated before any simulation from one length, the silicon-silicon distance \(d\approx 3.1\) Å.

The estimate of the position is Elliott's void-ordering relation,
\[
Q_1=\frac{3\pi}{2d}=\frac{4.712}{3.1\ \text{Å}}=1.52\ \text{Å}^{-1}=15.2\ \text{nm}^{-1},
\]
where \(Q=4\pi\sin\theta/\lambda\), \(2\theta\) is the scattering angle and \(\lambda\) the wavelength. Below, the relation is derived for an ordered reference network. The glass is then treated as that network with a finite range of order \(L\), and the peak position is expanded for \(Q_1L\gg1\). The relation is the leading term.

## The reference network and its voids

Place the Si atoms on a diamond lattice with cubic edge \(a\), as in idealised cristobalite. In units of \(a\), the sites are the four face-centred points
\[
(0,0,0),\quad (0,\tfrac12,\tfrac12),\quad (\tfrac12,0,\tfrac12),\quad (\tfrac12,\tfrac12,0)
\]
and the same points shifted by \((\tfrac14,\tfrac14,\tfrac14)\). The nearest distance is \(d=\sqrt3\,a/4\), so \(a=4d/\sqrt3=7.159\) Å.

Now consider the point \((\tfrac12,\tfrac12,\tfrac12)\). Its four nearest Si atoms lie at distance \(\sqrt3\,a/4=d\), at the corners of a regular tetrahedron. The unit vectors to these corners sum to zero and span space, so any small displacement has a positive projection on at least one of them and brings that atom closer. The point is thus a local maximum of the distance to the nearest Si: the centre of a void. A search over a grid of \(24^3\) points in the cell found eight points of largest clearance, 3.100 Å from the nearest Si. They are the Si sites shifted by \((\tfrac12,\tfrac12,\tfrac12)\).

There are therefore as many voids as Si atoms, and the cation-void distance equals the Si-Si distance. This is why a Si-Si distance may be used in a relation about voids. Together the two sets of sites form a body-centred cubic lattice of edge \(a/2\).

## Leading term: the wavenumber of the alternation

The amplitude scattered by one cell at \(\mathbf G=(2\pi/a)(h,k,l)\), with unit weight per Si, is
\[
F_{\rm Si}=\left[1+e^{i\pi(k+l)}+e^{i\pi(h+l)}+e^{i\pi(h+k)}\right]\left[1+e^{i\pi(h+k+l)/2}\right].
\]
The first bracket is 4 if \(h,k,l\) are all even or all odd, and zero otherwise. The shortest nonzero vector that passes is (111), where
\[
F_{\rm Si}(111)=4\left(1+e^{3\pi i/2}\right)=4(1-i)\neq0 .
\]
Its length is
\[
Q_1=\frac{2\pi\sqrt3}{a}=2\pi\sqrt3\,\frac{\sqrt3}{4d}=\frac{3\pi}{2d}.
\]

The void sites are shifted by half a cell along each axis, so
\[
F_{\rm void}=e^{i\pi(h+k+l)}F_{\rm Si},\qquad F_{\rm void}(111)=-F_{\rm Si}(111).
\]
The sum \(F_{\rm Si}+F_{\rm void}\), which describes all sites regardless of occupation, vanishes at (111). The difference \(F_{\rm Si}-F_{\rm void}\), which describes the alternation of atoms and voids, equals \(2F_{\rm Si}\). In this network the first peak is thus the signature of atom-void order, with period \(2\pi/Q_1=4d/3=4.13\) Å.

A second case shows what the voids do. Put a Si atom in every void and keep \(d\) fixed. With the damping introduced below and \(L=6\) Å, the intensity per atom at \(Q_1\) falls to less than \(10^{-6}\) of its former value. (The digits of the ratio in the numerical output carry no meaning, because the program rounds the shell radii to \(10^{-6}\) Å.) The first reflection of the filled lattice is (220), at 2.48 Å\(^{-1}\). A Si-Si distance of 3.1 Å alone does not fix the peak; the open packing is needed too.

## Why one neighbour shell is not enough

The number \(3\pi/2\) also appears if one sets \(\sin(Qd)=-1\) for the shell at distance \(d\). This does not derive the relation. Give Si the sign \(+1\) and voids \(-1\). The orientation-averaged intensity of the alternation, per site, is formally
\[
S(Q)=1+\sum_s\left(n_s^{\rm like}-n_s^{\rm unlike}\right)\frac{\sin(Qr_s)}{Qr_s},
\]
where \(s\) labels shells of radius \(r_s\). At \(r=d\) there are four like and four unlike neighbours, and the shell contributes nothing.

The next shell, at \(1.155d\), holds six unlike neighbours. Its term \(-6\sin x/x\), with \(x=Qr\), has its first maximum at positive \(x\) where the derivative of \(\sin x/x\) vanishes:
\[
\frac{x\cos x-\sin x}{x^2}=0\quad\Rightarrow\quad \tan x=x,\qquad x=4.4934.
\]
This gives \(Q=4.4934/(1.155\times3.1)=1.255\) Å\(^{-1}\), which is 17% below \(Q_1\). The correct coefficient comes from the combined effect of many shells.

## Finite range of order

In a glass, the memory of the arrangement around an atom fades with distance. As a model, multiply each pair term by \(e^{-r^2/(2L^2)}\). One length \(L\) then damps all reflections alike. In a real glass the higher ones may fade faster, so the model is used here only for the first peak.

For the undamped lattice, the pair sum is a set of delta functions at the reciprocal vectors, with weights \((2\pi)^3|F_{\mathbf G}|^2/(nV)\). Here \(n=16\) is the number of sites per cell, \(V=a^3\), and \(F_{\mathbf G}\) is the amplitude of the alternation. Multiplication by a Gaussian in \(r\) becomes convolution with its Fourier transform, \((2\pi)^{3/2}L^3e^{-L^2k^2/2}\), divided by \((2\pi)^3\). Hence
\[
S(Q)=\frac{(2\pi)^{3/2}L^3}{nV}\sum_{\mathbf G}|F_{\mathbf G}|^2\left\langle e^{-L^2|\mathbf Q-\mathbf G|^2/2}\right\rangle .
\]
The brackets denote the average over directions of \(\mathbf Q\). With \(\mu\) the cosine of the angle between \(\mathbf Q\) and \(\mathbf G\), and \(G=|\mathbf G|\),
\[
\begin{aligned}
\langle\cdots\rangle&=e^{-L^2(Q^2+G^2)/2}\,\frac12\int_{-1}^{1}e^{L^2QG\mu}\,d\mu\\
&=\frac{e^{-L^2(Q-G)^2/2}-e^{-L^2(Q+G)^2/2}}{2L^2QG}.
\end{aligned}
\]
Near \(Q=G=Q_1\), the second exponential is smaller than the first by about \(e^{-2L^2Q_1^2}\) and is dropped. The alternation has no (220) reflection, because \(F_{\rm void}=F_{\rm Si}\) when \(h+k+l\) is even. Its next reflection is (311), at \(\sqrt{11/3}\,Q_1\approx2.91\) Å\(^{-1}\), and its tail is also dropped. What remains is
\[
S(Q)\propto\frac{1}{Q}\,e^{-L^2(Q-Q_1)^2/2}.
\]

## The first correction

At the maximum, the derivative of \(\ln S\) vanishes:
\[
-L^2(Q-Q_1)-\frac1Q=0\quad\Rightarrow\quad Q^2-Q_1Q+\frac1{L^2}=0 .
\]
The second derivative is \(-L^2+1/Q^2\), which is negative for \(Q>1/L\). The product of the two roots is \(1/L^2\), so when they are real and distinct the larger one exceeds \(1/L\) and is the maximum:
\[
Q_{\rm p}=\frac12\left(Q_1+\sqrt{Q_1^2-\frac4{L^2}}\right).
\]
Let \(\varepsilon=1/(Q_1L)^2\). Since \(\sqrt{1-4\varepsilon}=1-2\varepsilon-2\varepsilon^2+O(\varepsilon^3)\),
\[
Q_{\rm p}=Q_1\left(1-\varepsilon-\varepsilon^2+\cdots\right)
=\frac{3\pi}{2d}-\frac{2d}{3\pi L^2}+\cdots .
\]
The correction is negative because the factor \(1/Q\) from the orientation average favours smaller \(Q\).

For a rough glass value \(L=6\) Å, \(Q_1L=9.12\) and \(\varepsilon=0.012\). The shift is \(-0.018\) Å\(^{-1}\), giving 1.502 Å\(^{-1}\). The direct sum over neighbours also gives 1.502 Å\(^{-1}\). At \(L=3\) Å, \(\varepsilon=0.048\): the first correction gives 1.447, the full root 1.4431 and the direct sum 1.4433 Å\(^{-1}\). The second-order term is then visible in the alternation. The intensity scattered by the Si atoms alone also contains the tail of (220), which at this \(L\) raises its peak to about 1.46 Å\(^{-1}\). At \(L=6\) Å that tail is negligible and the two peaks coincide. For \(L\to\infty\) the peak returns to \(Q_1\). For \(Q_1L\le2\), that is \(L\le1.3\) Å, the one-reflection formula has no maximum. The full alternation sum still has a weak one, at 1.26 Å\(^{-1}\) for \(L=1.2\) Å, so this limit marks the failure of the approximation, not the loss of the peak. Such a range is shorter than the nearest-neighbour distance.

The width follows from \(e^{-L^2\delta^2/2}=\tfrac12\), so the full width at half maximum is
\[
2\delta=\frac{2\sqrt{2\ln2}}{L}=0.392\ \text{Å}^{-1}\quad(L=6\ \text{Å}).
\]
The direct sum gives 0.395 Å\(^{-1}\). The small excess also comes from \(1/Q\): it lowers the curvature of \(-\ln S\) at the peak from \(L^2\) to \(L^2-1/Q_{\rm p}^2\), which widens the peak by a fraction of about \(1/(2L^2Q_{\rm p}^2)=0.6\%\).

## What oxygen changes

Put oxygen at the midpoints of the Si-Si lines. At (111), one of the four bond directions gives the phase \(e^{3\pi i/4}=-e^{-i\pi/4}\) and three give \(e^{-i\pi/4}\). With four bonds of each direction per cell,
\[
F_{\rm O}(111)=4(3-1)e^{-i\pi/4}=8e^{-i\pi/4},\qquad F_{\rm Si}(111)=4\sqrt2\,e^{-i\pi/4}.
\]
The two are in phase. At (220), the four phases are \(-1,1,1,-1\), and oxygen cancels. With electron numbers 14 and 8 as constant X-ray weights and \(L=6\) Å held fixed, the height at \(Q_1\) relative to that at (220) rises from 0.86 to 2.90. Oxygen strengthens the first peak, which stays at 1.502 Å\(^{-1}\).

Real bridges are bent. For a Si-O length of about 1.61 Å, the oxygen lies \(\sqrt{1.61^2-1.55^2}=0.435\) Å off the Si-Si line. Spread it evenly over a ring about that line. The bond along \(\mathbf G\) keeps its phase. The other three make an angle with \(\mathbf G\) whose sine is \(\sqrt8/3\), and each acquires the factor \(J_0(1.52\times0.435\times\sqrt8/3)=0.905\). The oxygen amplitude falls from 8 to \(4(3\times0.905-1)=6.86\), a loss of 14%.

X-ray form factors also fall with \(Q\). If the squared form factor has logarithmic slope \(g\) at the peak, the condition for the maximum gains a term \(g\), and the peak moves by about \(g/L^2\). A negative \(g\) moves it down. With form factors computed for free atoms and with straight bridges, \(g\approx-0.37\) Å, so at \(L=6\) Å the peak falls by about 0.01 Å\(^{-1}\). Bent bridges hardly change this. The damping acts on the actual distances between atoms, so the ring factor \(J_0\), like the other phases due to positions, is fixed at \(\mathbf G\) and adds no slope in \(Q\). The fall stays near 0.01 Å\(^{-1}\). For straight bridges, the form factors change the height ratios 0.86 and 2.90 to about 1.2 and 4.3: their values depend on the weights, but oxygen still strengthens the first peak.

## The estimate beside the real glass

The measured first peak of vitreous silica lies at roughly 1.5 Å\(^{-1}\). For copper radiation of 1.54 Å, the estimate puts it at \(2\theta=21.5^\circ\). The reference network has density 2.175 g/cm³, against roughly 2.20 for the glass, so it contains about the right amount of empty space. Choosing \(d\) to match the glass density gives 3.088 Å and \(Q_1=1.526\) Å\(^{-1}\). One assumption that the glass breaks is the regular cubic topology. Hexagonal stacking with the same \(d\) has three lines near \(Q_1\), at 1.433, 1.520 and 1.622 Å\(^{-1}\), which for the Si atoms alone merge at \(L=6\) Å into one peak at 1.491 Å\(^{-1}\). This is 2% below \(Q_1\), but only 0.7% below the cubic peak with the same damping. With oxygen at the midpoints and electron numbers as weights, the merged peak lies at 1.485 Å\(^{-1}\), 1.1% below the cubic one. The effect of a random mixture of ring sizes has not been calculated here.

The input distance matters as much. From \(Q_1\propto1/d\), \(\delta Q_1/Q_1=-\delta d/d\) for small changes. At fixed Si-O length and topology, changing the Si-O-Si angle from 148° to 138° or 158° changes \(Q_1\) from 1.522 to 1.568 or 1.491 Å\(^{-1}\). Uniform thermal expansion over 1000 K, at a rough \(5\times10^{-7}\) K\(^{-1}\), lowers it by less than 0.001 Å\(^{-1}\). These shifts justify "about 1.5 Å\(^{-1}\)", with an uncertainty of about 5% when the shifts add up, for networks close to the two stackings considered. Other tetrahedral networks can differ far more. In the sodalite network, whose cubic edge is \(2\sqrt2\,d\), the first reflection is (110), at \(\pi/d=1.01\) Å\(^{-1}\) for the same \(d\). The estimate thus relies on the glass resembling cristobalite locally.

For the simulation box, sampling the width of 0.39 Å\(^{-1}\), which rests on the assumed \(L=6\) Å, in steps of 0.1 Å\(^{-1}\) along each axis gives \(B=2\pi/0.1\approx63\) Å. This is a cautious choice, not a strict minimum. The glass is isotropic, so the intensity can be averaged over all box wavevectors, and their lengths \(2\pi\sqrt n/B\), with \(n\) a sum of three squares, lie closer together than the axis step. In a box of 16 Å the axis step is as wide as the peak, yet six different lengths fall within the width. The stronger objection to so small a box is its periodicity: at half the edge, 8 Å, the damping factor for \(L=6\) Å is still \(e^{-8^2/(2\cdot6^2)}=0.41\), so the box cuts off order that shapes the peak. The remaining values are in the numerical output.

## Computed values

```
Si-Si distance d                      3.10 A
cubic cell edge a                     7.159 A
Q1 = 3 pi/(2 d)                       1.520 1/A
Q1 converted                          15.2 1/nm
period 2 pi/Q1                        4.13 A
X-ray wavelength (rough)              1.54 A
scattering angle 2 theta              21.5 deg
voids per cell, found by search       8
void centre to nearest Si             3.100 A
void centre to nearest O (straight)   2.97 A
F(111) Si                             4.000-4.000j
F(111) voids                          -4.000+4.000j
neighbour shells: r/d, like, unlike
  1.000  4  4
  1.155  0  6
  1.633  12  0
  1.915  12  12
root of tan x = x                     4.4934
Q from second shell alone             1.255 1/A
filled/unfilled intensity at Q1       8.5e-07
damped peak: L (A), direct sum (1/A), formula (1/A)
   3.0  1.4433  1.4431
   6.0  1.5016  1.5016
  10.0  1.5135  1.5135
peak width (FWHM) at L = 6 A          0.395 1/A
width formula                         0.392 1/A
hexagonal lines 100, 002, 101 (1/A)   1.433  1.520  1.622
hexagonal merged peak, L = 6 A        1.491 1/A
second cubic line Q(220)              2.482 1/A
height ratio 111/220, Si only         0.86
height ratio 111/220, Si and O        2.90
peak with Si and O, L = 6 A           1.502 1/A
Si-O length (rough)                   1.61 A
oxygen off-axis distance              0.435 A
Bessel factor J0                      0.905
|F(111)| O, straight and bent         8.00  6.86
density of model                      2.175 g/cm3
density of glass (rough)              2.20 g/cm3
d from glass density                  3.088 A
Q1 from glass density                 1.526 1/A
Si-O-Si angle (deg), d (A), Q1 (1/A)
  138  3.006  1.568
  148  3.095  1.522
  158  3.161  1.491
thermal expansion (rough)             5e-07 1/K
shift of Q1 over 1000 K               -0.00076 1/A
```
